# Why densified glass suppresses oxygen more than helium: an elastic doorway model: a program that tests the result

```python
"""
Result under test: a molecule of radius r in a spherical doorway of radius a
in a glass of shear modulus G has the linear elastic barrier
    E = 8 pi G a (r-a)^2,   slope s = -dE/da = 8 pi G (r-a)(3a-r).
The larger of two molecules has the larger slope if r1 + r2 < 4a.
A finite-strain (neo-Hookean, incompressible) medium has no such limit.
Steady permeation depends on doorway energies, not on cage energies.
Lengths are in nm, energies in eV, moduli in eV/nm^3 unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded

pi = np.pi
GPA = 1e9 * 1e-27 / const.e          # one GPa in eV/nm^3
KB = const.k / const.e               # eV/K


def linear_barrier(a, r, G):
    return 8 * pi * G * a * (r - a)**2


def linear_slope(a, r, G):
    return 8 * pi * G * (r - a) * (3 * a - r)


def finite_barrier(a, r, G):
    q = r / a
    return 2 * pi * G * a**3 * (5 * q**3 / 3 - 2 * q**2 + 1 / q - 2 / 3)


def finite_slope(a, r, G):
    q = r / a
    return 4 * pi * G * a**2 * (q**2 + 1 - 2 / q)


def fe_barrier(a, r, G, poisson):
    """Minimum elastic energy of a thick shell, radial finite elements."""
    lame = 2 * G * poisson / (1 - 2 * poisson)
    R = a * np.geomspace(1.0, 100.0, 3001)
    h, mid = np.diff(R), 0.5 * (R[1:] + R[:-1])
    weight = 4 * pi * mid**2 * h
    radial = np.array([-1 / h, 1 / h])
    hoop = np.array([0.5 / mid, 0.5 / mid])
    trace = radial + 2 * hoop

    def stiffness(i, j):
        return weight * (lame * trace[i] * trace[j]
                         + 2 * G * (radial[i] * radial[j]
                                    + 2 * hoop[i] * hoop[j]))
    diag = np.zeros(R.size)
    diag[:-1] += stiffness(0, 0)
    diag[1:] += stiffness(1, 1)
    off = stiffness(0, 1)
    misfit = r - a
    band = np.zeros((2, R.size - 1))
    band[1] = diag[1:]
    band[0, 1:] = off[1:]
    load = np.zeros(R.size - 1)
    load[0] = -off[0] * misfit
    u = solveh_banded(band, load)
    return 0.5 * misfit * (diag[0] * misfit + off[0] * u[0])


def numerical_slope(energy, a, *args):
    h = 1e-3 * a
    return -(energy(a + h, *args) - energy(a - h, *args)) / (2 * h)


def finite_quadrature(a, r, G):
    """Neo-Hookean energy integrated over the reference medium."""
    growth = (r / a)**3 - 1

    def density(s):                  # s = a / reference radius
        y = np.expm1(2 / 3 * np.log1p(growth * s**3))
        return y**2 * (2 * y + 3) / (1 + y)**2 / s**4
    return 2 * pi * G * a**3 * quad(density, 0, 1, epsabs=1e-12)[0]


# Example inputs: rough silica-like values
G_gpa, a0, r_ox, g = 31.0, 0.080, 0.135, 1.5
radius = {"He": 0.105, "O2": 0.135}
x, T, T_cold = 1.03, 1073.0, 300.0
G0, kT = G_gpa * GPA, KB * T
names = ("He", "O2")

# Linear elasticity: energy, derivative, independence of bulk modulus
for name in names:
    r = radius[name]
    for poisson in (0.17, 0.35):
        fe = fe_barrier(a0, r, G0, poisson)
        assert abs(fe / linear_barrier(a0, r, G0) - 1) < 1e-3
        fe_s = numerical_slope(fe_barrier, a0, r, G0, poisson)
        assert abs(fe_s / linear_slope(a0, r, G0) - 1) < 1e-3

# Ordering condition on both sides of r1 + r2 = 4a, from minimization
for a in (0.050, 0.055, 0.065, 0.080):
    s_he, s_o2 = [numerical_slope(fe_barrier, a, radius[n], G0, 0.17)
                  for n in names]
    assert (s_o2 > s_he) == (sum(radius.values()) < 4 * a)

# Finite strain: energy, slope, small-misfit limit, no reversal
for a in (0.040, 0.050, 0.080):
    slopes = []
    for name in names:
        r = radius[name]
        wq = finite_quadrature(a, r, G0)
        assert abs(wq / finite_barrier(a, r, G0) - 1) < 1e-6
        sq = numerical_slope(finite_quadrature, a, r, G0)
        assert abs(sq / finite_slope(a, r, G0) - 1) < 1e-4
        slopes.append(sq)
    assert slopes[1] > slopes[0] > 0
small = finite_quadrature(a0, 1.001 * a0, G0)
assert abs(small / linear_barrier(a0, 1.001 * a0, G0) - 1) < 5e-3


# Tunnel of fixed depth: strain energy per length from the plane field
def tunnel_energy(a, r):
    def ring(R):
        strain = (r - a) * a / R**2      # hoop +strain, radial -strain
        return G0 * 2 * strain**2 * 2 * pi * R
    return quad(lambda s: ring(a / s) * a / s**2, 0, 1)[0]


for r in radius.values():
    assert abs(tunnel_energy(a0, r) / (2 * pi * G0 * (r - a0)**2) - 1) < 1e-8
tunnel_ratio = (numerical_slope(tunnel_energy, a0, radius["O2"])
                / numerical_slope(tunnel_energy, a0, radius["He"]))
misfit_ratio = (radius["O2"] - a0) / (radius["He"] - a0)
assert abs(tunnel_ratio / misfit_ratio - 1) < 1e-5


# Steady flux from a master equation, cages and doors random (units of kT)
def chain_flux(cage, door):
    n = len(cage)
    M, source = np.zeros((n, n)), np.zeros(n)
    for i in range(n):
        M[i, i] = -np.exp(cage[i]) * (np.exp(-door[i]) + np.exp(-door[i + 1]))
        if i > 0:
            M[i, i - 1] = np.exp(cage[i - 1] - door[i])
        if i < n - 1:
            M[i, i + 1] = np.exp(cage[i + 1] - door[i + 1])
    source[0] = np.exp(-door[0])         # gas of unit activity on the left
    occupation = np.linalg.solve(M, -source)
    return occupation[-1] * np.exp(cage[-1] - door[-1])


rng = np.random.default_rng(4)
doors = rng.uniform(2, 5, 9)
for trial in range(3):
    flux = chain_flux(rng.uniform(-2, 2, 8), doors)
    assert abs(flux * np.sum(np.exp(doors)) - 1) < 1e-9


# Densification: oxygen centres move affinely, oxygen radius is fixed
def dense_door(a, ratio):
    return (a + r_ox) * ratio**(-1 / 3) - r_ox


def barrier_rise(law, r, ratio, stiffening=g, modulus=G0):
    return (law(dense_door(a0, ratio), r, modulus * ratio**stiffening)
            - law(a0, r, modulus))


E, S, rise, narrow, factor, frac = {}, {}, {}, {}, {}, {}
for name in names:
    r = radius[name]
    E[name], S[name] = linear_barrier(a0, r, G0), linear_slope(a0, r, G0)
    frac[name] = S[name] / E[name]
    eps = 1e-4
    numeric = (barrier_rise(linear_barrier, r, np.exp(eps))
               - barrier_rise(linear_barrier, r, np.exp(-eps))) / (2 * eps)
    formula = g * E[name] + S[name] * (a0 + r_ox) / 3
    assert abs(numeric / formula - 1) < 1e-5
    rise[name] = barrier_rise(linear_barrier, r, x)
    narrow[name] = barrier_rise(linear_barrier, r, x, stiffening=0)
    factor[name] = np.exp(-rise[name] / kT)
assert S["O2"] > S["He"] and frac["O2"] < frac["He"]
assert narrow["O2"] > narrow["He"] and factor["O2"] < factor["He"]
selectivity = factor["He"] / factor["O2"]
narrow_selectivity = np.exp((narrow["O2"] - narrow["He"]) / kT)

# Sizes of neglected effects
fin_rise = {n: barrier_rise(finite_barrier, radius[n], x) for n in names}
fin_selectivity = np.exp((fin_rise["O2"] - fin_rise["He"]) / kT)
spread = 0.005
grid = a0 + spread * np.linspace(-4, 4, 2001)
prob = np.exp(-0.5 * ((grid - a0) / spread)**2)
prob /= prob.sum()
averaged = {}
for label, sign in (("parallel", -1), ("series", 1)):
    for name in names:
        r = radius[name]
        old = prob @ np.exp(sign * linear_barrier(grid, r, G0) / kT)
        new = prob @ np.exp(sign * linear_barrier(
            dense_door(grid, x), r, G0 * x**g) / kT)
        averaged[label, name] = (new / old)**(-sign)
    assert averaged[label, "O2"] < averaged[label, "He"]
ratio_range = [linear_slope(a0, r, G0) / S["He"] for r in (0.125, 0.145)]
warm = [barrier_rise(linear_barrier, radius[n], x, modulus=1.1 * G0)
        for n in names]
warm_selectivity = np.exp((warm[1] - warm[0]) / kT)
jump, mass = 0.5, 4.0026 * const.atomic_mass
omega = 2 * pi / (jump * 1e-9) * np.sqrt(E["He"] * const.e / (2 * mass))
wigner = [(const.hbar * omega / (const.k * t))**2 / 24 for t in (T, T_cold)]
cage0 = 0.170
cage_gain = {n: ((cage0 - radius[n]) / (dense_door(cage0, x) - radius[n]))**3
             for n in names}
diff_selectivity = selectivity * cage_gain["He"] / cage_gain["O2"]
assert diff_selectivity > 1 and fin_selectivity > 1
he_cold = np.exp(-rise["He"] / (KB * T_cold))
assert he_cold < factor["O2"]

# Averaged factors are inverted for the series case by the exponent above
print(f"Shear modulus {G_gpa:.1f} GPa; stiffening exponent g {g:.1f}")
print(f"Doorway radius {a0:.3f} nm; oxygen radius b {r_ox:.3f} nm")
print(f"Density ratio {x:.2f}; temperature {T:.0f} K; kT {kT:.4f} eV")
print(f"Sum of radii {sum(radius.values()):.3f} nm; 4a {4*a0:.3f} nm")
print(f"Doorway radius after densification {dense_door(a0, x):.5f} nm")
print(f"Doorway narrowing {a0-dense_door(a0, x):.5f} nm")
print(f"Shear modulus after densification {G_gpa*x**g:.2f} GPa")
for n in names:
    print(f"{n}: radius {radius[n]:.3f} nm, misfit {radius[n]-a0:.3f} nm,"
          f" r/a {radius[n]/a0:.4f}")
    print(f"{n}: linear barrier {E[n]:.3f} eV, slope {S[n]:.2f} eV/nm")
    print(f"{n}: fractional slope {frac[n]:.1f} per nm")
    print(f"{n}: rise from narrowing alone {narrow[n]:.4f} eV")
    print(f"{n}: added by stiffening {rise[n]-narrow[n]:.4f} eV")
    print(f"{n}: total barrier rise {rise[n]:.4f} eV")
    print(f"{n}: permeation factor at {T:.0f} K {factor[n]:.3f}")
    print(f"{n}: finite-strain barrier {finite_barrier(a0,radius[n],G0):.3f}"
          f" eV, slope {finite_slope(a0,radius[n],G0):.2f} eV/nm")
    print(f"{n}: finite-strain total rise {fin_rise[n]:.4f} eV")
print(f"Barrier ratio O2/He {E['O2']/E['He']:.2f}")
print(f"Slope ratio O2/He, spherical doorway {S['O2']/S['He']:.2f}")
print(f"Slope ratio O2/He, fixed-depth tunnel {tunnel_ratio:.2f}")
fs_ratio = (finite_slope(a0, radius['O2'], G0)
            / finite_slope(a0, radius['He'], G0))
print(f"Slope ratio O2/He, finite strain {fs_ratio:.2f}")
print(f"He/O2 selectivity gain, narrowing alone {narrow_selectivity:.2f}")
print(f"He/O2 selectivity gain, total {selectivity:.2f}")
print(f"He/O2 selectivity gain, finite strain {fin_selectivity:.2f}")
print(f"Doorway spread (standard deviation) {spread:.3f} nm")
for label in ("parallel", "series"):
    print(f"Spread, {label}: factor He {averaged[label,'He']:.3f},"
          f" O2 {averaged[label,'O2']:.3f}")
print(f"Slope ratio for O2 radius 0.125 and 0.145 nm:"
      f" {ratio_range[0]:.2f}, {ratio_range[1]:.2f}")
print(f"Selectivity gain with G 10% higher {warm_selectivity:.2f}")
print(f"He tunnelling correction, jump {jump:.1f} nm: {100*wigner[0]:.2f}%"
      f" at {T:.0f} K, {100*wigner[1]:.2f}% at {T_cold:.0f} K")
print(f"Cage radius {cage0:.3f} nm; diffusivity prefactor gain"
      f" He {cage_gain['He']:.3f}, O2 {cage_gain['O2']:.3f}")
print(f"Selectivity gain in diffusivity {diff_selectivity:.2f}")
print(f"He permeation factor at {T_cold:.0f} K {he_cold:.3f}")
print("tests ok")
```

Running it gives:

```
Shear modulus 31.0 GPa; stiffening exponent g 1.5
Doorway radius 0.080 nm; oxygen radius b 0.135 nm
Density ratio 1.03; temperature 1073 K; kT 0.0925 eV
Sum of radii 0.240 nm; 4a 0.320 nm
Doorway radius after densification 0.07789 nm
Doorway narrowing 0.00211 nm
Shear modulus after densification 32.41 GPa
He: radius 0.105 nm, misfit 0.025 nm, r/a 1.3125
He: linear barrier 0.243 eV, slope 16.41 eV/nm
He: fractional slope 67.5 per nm
He: rise from narrowing alone 0.0352 eV
He: added by stiffening 0.0126 eV
He: total barrier rise 0.0478 eV
He: permeation factor at 1073 K 0.596
He: finite-strain barrier 0.260 eV, slope 18.66 eV/nm
He: finite-strain total rise 0.0540 eV
O2: radius 0.135 nm, misfit 0.055 nm, r/a 1.6875
O2: linear barrier 1.177 eV, slope 28.08 eV/nm
O2: fractional slope 23.9 per nm
O2: rise from narrowing alone 0.0585 eV
O2: added by stiffening 0.0560 eV
O2: total barrier rise 0.1145 eV
O2: permeation factor at 1073 K 0.290
O2: finite-strain barrier 1.394 eV, slope 41.43 eV/nm
O2: finite-strain total rise 0.1552 eV
Barrier ratio O2/He 4.84
Slope ratio O2/He, spherical doorway 1.71
Slope ratio O2/He, fixed-depth tunnel 2.20
Slope ratio O2/He, finite strain 2.22
He/O2 selectivity gain, narrowing alone 1.29
He/O2 selectivity gain, total 2.06
He/O2 selectivity gain, finite strain 2.99
Doorway spread (standard deviation) 0.005 nm
Spread, parallel: factor He 0.635, O2 0.307
Spread, series: factor He 0.571, O2 0.291
Slope ratio for O2 radius 0.125 and 0.145 nm: 1.53, 1.83
Selectivity gain with G 10% higher 2.21
He tunnelling correction, jump 0.5 nm: 0.10% at 1073 K, 1.25% at 300 K
Cage radius 0.170 nm; diffusivity prefactor gain He 1.152, O2 1.307
Selectivity gain in diffusivity 1.81
He permeation factor at 300 K 0.157
tests ok
```
